# Optical mass of a degenerate electron gas in a Kane band: test program

```python
"""Optical mass of a degenerate electron gas in a Kane band at T = 0.

Result under test: for E(1 + a E) = hbar^2 k^2 / (2 m), the collisionless
intraband response n e^2 / (eps0 m_opt) has m_opt = m (1 + 2 a EF).
E: energy above the band edge; a: nonparabolicity; m: band-edge mass;
EF: Fermi energy above the band edge; n: density; s = 1 + 2 a EF.
Internal units: eV, nm, masses in free-electron masses, time as t/hbar in 1/eV.
The definition side finds E(k) by root finding and differentiates numerically.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

HB2 = const.hbar**2 / const.m_e / const.e * 1e18       # hbar^2/m_e, eV nm^2
COUL = const.e / const.epsilon_0 * 1e9                 # e^2/eps0, eV nm
HC = const.h * const.c / const.e * 1e9                 # h c, eV nm
KB = const.k / const.e                                 # eV/K

# Round model parameters, rough regime of degenerate indium tin oxide
mass = 0.25
alpha = 0.4            # 1/eV
density = 0.8          # 1/nm^3, equal to 8e20 cm^-3
eps_b = 3.9
mobility = 40.0        # cm^2/(V s)
temperature = 300.0    # K


def energy(k_squared, b=0.0):
    """Newton root of E(1 + alpha E + b E^2) = hbar^2 k^2/(2m)."""
    gamma = HB2 * k_squared / (2 * mass)
    e = np.array(gamma, dtype=float)
    for _ in range(12):
        e = e - (e + alpha*e**2 + b*e**3 - gamma) / (1 + 2*alpha*e + 3*b*e**2)
    return e


def fermi_k(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def s_of_k(k):
    return np.sqrt(1 + 2 * alpha * HB2 * k**2 / mass)


def optical_mass(n):
    return mass * s_of_k(fermi_k(n))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def shifted_current(q, n, b=0.0):
    """Sum of dE/dkz over a Fermi sphere displaced by q along z."""
    kf = fermi_k(n)
    k = (0.5 * kf * (NODES + 1))[:, None]
    wk = (0.5 * kf * WEIGHTS)[:, None]
    mu = NODES[None, :]
    kz = k * mu + q
    perp2 = k**2 * (1 - mu**2)
    h = 2e-3
    slope = (energy(perp2 + (kz+h)**2, b) - energy(perp2 + (kz-h)**2, b)) / (2*h)
    return np.sum(wk * WEIGHTS[None, :] * k**2 * slope) / (2 * np.pi**2)


def mass_from_response(n, b=0.0):
    q = 3e-3
    return HB2 * n * q / shifted_current(q, n, b)


kf = fermi_k(density)
s = s_of_k(kf)
ef = (s - 1) / (2 * alpha)
m_opt = mass * (1 + 2 * alpha * ef)

# Optical mass from the current of the displaced sea, several fillings
response_error = 0.0
for n_test in (0.02, 0.1, 0.8, 2.0):
    e_test = (s_of_k(fermi_k(n_test)) - 1) / (2 * alpha)
    formula = mass * (1 + 2 * alpha * e_test)
    response_error = max(response_error,
                         abs(mass_from_response(n_test) / formula - 1))
assert response_error < 1e-5
m_response = mass_from_response(density)

# Fermi energy by counting allowed states on a cubic k lattice
cells = 120
dk = 1.2 * kf / cells
axis2 = ((np.arange(cells) + 0.5) * dk) ** 2
grid2 = axis2[:, None, None] + axis2[None, :, None] + axis2[None, None, :]
count = 8 * np.count_nonzero(energy(grid2) < ef)
n_counted = 2 * count * (dk / (2 * np.pi)) ** 3
assert abs(n_counted / density - 1) < 3e-3             # lattice surface noise

# Mass tensor at the Fermi surface from second differences
h = 1e-2
e0 = energy(kf**2)
curv_long = (energy((kf+h)**2) + energy((kf-h)**2) - 2*e0) / h**2
curv_trans = 2 * (energy(kf**2 + h**2) - e0) / h**2
m_long, m_trans = HB2 / curv_long, HB2 / curv_trans
assert abs(m_long / (mass * s**3) - 1) < 1e-4
assert abs(m_trans / (mass * s) - 1) < 1e-4

# Average inverse mass over the filled sea
sea = quad(lambda k: k**2 * (s_of_k(k)**-3 + 2/s_of_k(k)) / 3, 0, kf)[0]
assert abs(3 * sea / kf**3 * s - 1) < 1e-9

# Mass carried by an added electron
dn = 0.005 * density
weight_up = (density + dn) / mass_from_response(density + dn)
weight_down = (density - dn) / mass_from_response(density - dn)
m_added_numeric = 2 * dn / (weight_up - weight_down)
m_added = 3 * mass * s**3 / (2 * s**2 + 1)
assert abs(m_added_numeric / m_added - 1) < 1e-4

# General isotropic band: a further term b E^3 in the dispersion
b_extra = 0.05
ef_b = float(energy(kf**2, b_extra))
m_b = mass * (1 + 2*alpha*ef_b + 3*b_extra*ef_b**2)
assert abs(mass_from_response(density, b_extra) / m_b - 1) < 1e-5

# Time a longitudinal oscillation of the whole sea in its own field
plasma = np.sqrt(COUL * density * HB2 / m_opt)
zero_energy = plasma / np.sqrt(eps_b)


def motion(_, y):
    return [y[1], -COUL / eps_b * shifted_current(y[0], density)]


def passes_centre(_, y):
    return y[0]


passes_centre.terminal = True
passes_centre.direction = -1
run = solve_ivp(motion, (0, 10), [1e-3 * kf, 0.0], events=passes_centre,
                rtol=1e-8, atol=1e-13)
timed_energy = np.pi / (2 * run.t_events[0][0])
assert abs(timed_energy / zero_energy - 1) < 1e-5


def thermal_mass(temp):
    """Optical mass at fixed density with the full Fermi function."""
    kt = KB * temp
    top = ef + 40 * kt
    k = np.linspace(0, np.sqrt(2*mass*top*(1 + alpha*top)/HB2), 20001)
    sk = s_of_k(k)
    e = (sk - 1) / (2 * alpha)

    def integrate(values):
        return np.sum((values[1:] + values[:-1]) * np.diff(k)) / 2

    def filling(mu):
        return integrate(k**2 * expit((mu-e)/kt)) / np.pi**2

    mu = brentq(lambda x: filling(x) - density, ef - 5*kt, ef + 5*kt,
                xtol=1e-14)
    inverse_mass = (sk**-3 + 2/sk) / (3 * mass)
    weight = integrate(k**2 * expit((mu-e)/kt) * inverse_mass) / np.pi**2
    return density / weight, mu


m_thermal, mu_thermal = thermal_mass(temperature)
thermal_change = m_thermal / m_opt - 1
half_change = thermal_mass(temperature / 2)[0] / m_opt - 1
assert thermal_change > 0
assert abs(thermal_change / half_change - 4) < 0.1     # quadratic in T

# Leading low-temperature expansion at fixed density
states = mass * kf * s / (np.pi**2 * HB2)              # 1/(eV nm^3)
added_slope = -2 * alpha * (1/s**4 + 2/(3*s**2)) / mass
weight_shift = np.pi**2 / 6 * (KB*temperature)**2 * states * added_slope
expansion_change = -weight_shift * m_opt / density
assert abs(thermal_change / expansion_change - 1) < 0.03   # higher orders in T

# Collisions, with one energy-independent relaxation time
tau = mobility * 1e-4 * m_opt * const.m_e / const.e
width = const.hbar / tau / const.e
path = HB2 * kf / m_opt / width
lossy_zero = brentq(lambda w: eps_b - plasma**2/(w**2 + width**2), 0.1, 3)
imag_eps = plasma**2 * width / (lossy_zero * (lossy_zero**2 + width**2))

# Dispersion of the background from one oscillator
oscillator = 5.0
dispersed_zero = brentq(
    lambda w: 1 + (eps_b-1)/(1 - (w/oscillator)**2) - plasma**2/w**2, 0.1, 3)

# Correlation: assumed depletion spread evenly in a shell above kF
depletion, shell = 0.05, 1.5
tail = depletion / (shell**3 - 1)
weight_ratio = (1 - depletion - tail) + tail * shell**3 * s / s_of_k(shell*kf)
bohr = 4 * np.pi * eps_b * HB2 / (COUL * m_opt)
r_s = (3 / (4 * np.pi * density)) ** (1 / 3) / bohr

# Two uniform films compared at a telecom wavelength, without loss
wavelength = 1550.0
photon = HC / wavelength
n_second = 0.9
factor = -COUL * HB2 / photon**2
delta_full = factor * (n_second/optical_mass(n_second) - density/m_opt)
delta_added = factor * (n_second - density) / m_added
delta_fixed = factor * (n_second - density) / m_opt
delta_parabolic = factor * (n_second - density) / mass
assert abs(delta_added/delta_full - 1) < abs(delta_fixed/delta_full - 1)

parabolic_ef = HB2 * kf**2 / (2 * mass)
parabolic_zero = np.sqrt(COUL * density * HB2 / mass / eps_b)

print(f"Band-edge mass: {mass:.2f} m_e")
print(f"Nonparabolicity a: {alpha:.2f} 1/eV")
print(f"Electron density: {density*1e21:.1e} cm^-3")
print(f"Background permittivity: {eps_b:.1f} (no unit)")
print(f"Mobility: {mobility:.0f} cm^2/(V s)")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Fermi wave number: {kf:.4f} 1/nm")
print(f"Parabolic Fermi energy: {parabolic_ef:.4f} eV")
print(f"Kane Fermi energy: {ef:.4f} eV")
print(f"Factor s = 1 + 2 a EF: {s:.4f} (no unit)")
print(f"Optical mass, formula: {m_opt:.5f} m_e")
print(f"Optical mass, displaced sea: {m_response:.5f} m_e")
print(f"Largest relative error, four densities: {response_error:.1e}")
print(f"Density from state count: {n_counted*1e21:.3e} cm^-3")
print(f"Transverse mass at EF, differences: {m_trans:.4f} m_e")
print(f"Longitudinal mass at EF, differences: {m_long:.4f} m_e")
print(f"Added-electron mass, formula: {m_added:.4f} m_e")
print(f"Added-electron mass, differences: {m_added_numeric:.4f} m_e")
print(f"Unscreened plasma energy: {plasma:.4f} eV")
print(f"Lossless zero of permittivity: {zero_energy:.4f} eV")
print(f"Same zero, timed oscillation: {timed_energy:.4f} eV")
print(f"Lossless zero, wavelength: {HC/zero_energy:.1f} nm")
print(f"Zero with band-edge mass: {HC/parabolic_zero:.1f} nm")
for n_row in (0.1, 0.2, 0.4, 0.8):
    m_row = optical_mass(n_row)
    e_row = (m_row / mass - 1) / (2 * alpha)
    z_row = HC / np.sqrt(COUL * n_row * HB2 / m_row / eps_b)
    print(f"n {n_row*1e21:.0e} cm^-3: EF {e_row:.3f} eV, "
          f"mass {m_row:.3f} m_e, zero {z_row:.0f} nm")
print(f"Comparison wavelength: {wavelength:.0f} nm")
print(f"Second film density: {n_second*1e21:.1e} cm^-3")
print(f"Permittivity change, full: {delta_full:.4f}")
print(f"Permittivity change, added-electron mass: {delta_added:.4f}")
print(f"Permittivity change, fixed optical mass: {delta_fixed:.4f}")
print(f"Permittivity change, band-edge mass: {delta_parabolic:.4f}")
print(f"Thermal energy: {KB*temperature:.4f} eV")
print(f"Chemical potential at use: {mu_thermal:.4f} eV")
print(f"Thermal change of optical mass: {100*thermal_change:.4f} %")
print(f"Same change, leading expansion: {100*expansion_change:.4f} %")
print(f"Thermal change ratio, full to half T: {thermal_change/half_change:.3f}")
print(f"Relaxation time: {tau*1e15:.2f} fs")
print(f"Collision width hbar/tau: {width:.4f} eV")
print(f"Mean free path: {path:.2f} nm")
print(f"kF times mean free path: {kf*path:.1f} (no unit)")
print(f"Zero with collisions: {HC/lossy_zero:.1f} nm")
print(f"Imaginary permittivity there: {imag_eps:.3f}")
print(f"Assumed extra band term b: {b_extra:.2f} 1/eV^2")
print(f"Mass change from b: {100*(m_b/m_opt-1):.2f} %")
print(f"Assumed background oscillator: {oscillator:.1f} eV")
print(f"Zero with background dispersion: {HC/dispersed_zero:.1f} nm")
print(f"Interaction parameter r_s: {r_s:.2f} (no unit)")
print(f"Assumed depletion: {100*depletion:.0f} %, shell to {shell:.1f} kF")
print(f"Mass change from depletion: {100*(1/weight_ratio-1):.2f} %")
print("no test failed")
```

It prints:

```
Band-edge mass: 0.25 m_e
Nonparabolicity a: 0.40 1/eV
Electron density: 8.0e+20 cm^-3
Background permittivity: 3.9 (no unit)
Mobility: 40 cm^2/(V s)
Temperature of use: 300 K
Fermi wave number: 2.8719 1/nm
Parabolic Fermi energy: 1.2570 eV
Kane Fermi energy: 0.9191 eV
Factor s = 1 + 2 a EF: 1.7353 (no unit)
Optical mass, formula: 0.43382 m_e
Optical mass, displaced sea: 0.43382 m_e
Largest relative error, four densities: 1.2e-06
Density from state count: 8.000e+20 cm^-3
Transverse mass at EF, differences: 0.4338 m_e
Longitudinal mass at EF, differences: 1.3063 m_e
Added-electron mass, formula: 0.5581 m_e
Added-electron mass, differences: 0.5581 m_e
Unscreened plasma energy: 1.5946 eV
Lossless zero of permittivity: 0.8075 eV
Same zero, timed oscillation: 0.8075 eV
Lossless zero, wavelength: 1535.5 nm
Zero with band-edge mass: 1165.6 nm
n 1e+20 cm^-3: EF 0.282 eV, mass 0.306 m_e, zero 3650 nm
n 2e+20 cm^-3: EF 0.426 eV, mass 0.335 m_e, zero 2700 nm
n 4e+20 cm^-3: EF 0.632 eV, mass 0.376 m_e, zero 2023 nm
n 8e+20 cm^-3: EF 0.919 eV, mass 0.434 m_e, zero 1535 nm
Comparison wavelength: 1550 nm
Second film density: 9.0e+20 cm^-3
Permittivity change, full: -0.3796
Permittivity change, added-electron mass: -0.3862
Permittivity change, fixed optical mass: -0.4968
Permittivity change, band-edge mass: -0.8620
Thermal energy: 0.0259 eV
Chemical potential at use: 0.9178 eV
Thermal change of optical mass: 0.1048 %
Same change, leading expansion: 0.1048 %
Thermal change ratio, full to half T: 4.000
Relaxation time: 9.87 fs
Collision width hbar/tau: 0.0667 eV
Mean free path: 7.56 nm
kF times mean free path: 21.7 (no unit)
Zero with collisions: 1540.8 nm
Imaginary permittivity there: 0.323
Assumed extra band term b: 0.05 1/eV^2
Mass change from b: 6.01 %
Assumed background oscillator: 5.0 eV
Zero with background dispersion: 1550.4 nm
Interaction parameter r_s: 1.40 (no unit)
Assumed depletion: 5 %, shell to 1.5 kF
Mass change from depletion: 1.90 %
no test failed
```
